# The order of 3d and 4s in scandium: a program that tests the result

```python
"""
Result under test: in Hartree-Fock scandium 3d1 4s2 the 3d level lies below
4s, yet the transfer 4s -> 3d costs energy. At frozen orbitals
    dE = eps_d - eps_s + J_dd - J_sd = h_d - h_s + J_dd - J_ss.
eps_d, eps_s : orbital energies of 3d and 4s
h_d, h_s     : one-electron energies in the field of nucleus and Ar-like core
J_dd, J_sd, J_ss : configuration-averaged pair repulsions (with exchange)
F0, F2, F4, G2   : Slater integrals. Energies are in hartree, lengths in bohr.
The radial solver is checked against energies of explicit determinants that
are built from three-dimensional integrals of a separate code (pyscf).
"""
from itertools import combinations
from types import SimpleNamespace
import numpy as np
from scipy.constants import value
from scipy.linalg import eigh
from scipy.special import gamma
from sympy.physics.wigner import wigner_3j
from pyscf import gto

EV = value("Hartree energy in eV")

# Even-tempered Gaussian basis and logarithmic radial grid
exps = {0: 0.02 * 2.2 ** np.arange(21),
        1: 0.06 * 2.4 ** np.arange(14),
        2: 0.015 * 2.2 ** np.arange(12)}
step = 0.03
r = np.exp(np.arange(np.log(1e-5), np.log(60.0), step))
weight = step * r
chi, overlap, kinetic, inverse_r = {}, {}, {}, {}
for l, a in exps.items():
    norm = np.sqrt(2 * (2 * a) ** (l + 1.5) / gamma(l + 1.5))
    chi[l] = norm[:, None] * r ** (l + 1) * np.exp(-a[:, None] * r ** 2)
    total, product = np.add.outer(a, a), np.outer(a, a)
    overlap[l] = (2 * np.sqrt(product) / total) ** (l + 1.5)
    kinetic[l] = overlap[l] * (2 * l + 3) * product / total
    inverse_r[l] = np.outer(norm, norm) * gamma(l + 1) / (2 * total ** (l + 1))


def coulomb_kernel(k):
    """Multipole kernel with weights; the diagonal factor cures the kink."""
    low, high = np.minimum.outer(r, r), np.maximum.outer(r, r)
    kernel = low ** k / high ** (k + 1)
    kernel[np.diag_indices(len(r))] *= 1 - step * (2 * k + 1) / 12
    return kernel * np.outer(weight, weight)


kernels = {k: coulomb_kernel(k) for k in range(5)}


def products(l, m):
    return (chi[l][:, None, :] * chi[m][None, :, :]).reshape(-1, len(r))


direct, exchange, closed_map = {}, {}, {}
for l in range(3):
    for m in range(3):
        nl, nm = len(exps[l]), len(exps[m])
        direct[l, m] = products(l, l) @ kernels[0] @ products(m, m).T
        closed_map[l, m] = direct[l, m].copy()
        mixed = products(l, m)
        for k in range(abs(l - m), l + m + 1, 2):
            block = (mixed @ kernels[k] @ mixed.T).reshape(nl, nm, nl, nm)
            block = block.transpose(0, 2, 1, 3).reshape(nl * nl, nm * nm)
            exchange[k, l, m] = np.ascontiguousarray(block)
            square = float(wigner_3j(l, k, m, 0, 0, 0) ** 2)
            closed_map[l, m] -= 0.5 * square * exchange[k, l, m]


def apply(tensor, density):
    n = int(round(np.sqrt(tensor.shape[0])))
    return (tensor @ density.ravel()).reshape(n, n)


AVERAGE = (2 / 63, 2 / 63)


def scf(Z, n_d, n_s, dd=AVERAGE, sd=0.1):
    """Hartree-Fock for [Ar] 3d^n_d 4s^n_s; dd, sd are exchange factors."""
    occ = {0: np.array([2.0, 2, 2] + ([n_s] if n_s else [])),
           1: np.array([6.0, 6]),
           2: np.array([float(n_d)] if n_d else [])}
    h = {l: kinetic[l] - Z * inverse_r[l] for l in exps}
    tail = Z - (18 + n_d + n_s) + 1
    z_eff = tail + (Z - tail) / (2.5 * np.expm1(r / 0.8) + 1)
    fock = {l: kinetic[l] - (chi[l] * (weight * z_eff / r)) @ chi[l].T
            for l in exps}
    old = None
    for _ in range(600):
        C = {l: eigh(fock[l], overlap[l])[1] for l in exps}
        D = {l: (C[l][:, :len(occ[l])] * occ[l]) @ C[l][:, :len(occ[l])].T
             for l in exps}
        closed = {l: h[l] + sum(apply(closed_map[l, m], D[m]) for m in exps)
                  for l in exps}
        new = dict(closed)
        s4 = np.outer(C[0][:, 3], C[0][:, 3])
        d3 = np.outer(C[2][:, 0], C[2][:, 0])
        level = {}
        if n_d:
            new[2] = (closed[2] - n_d * apply(closed_map[2, 2], d3)
                      + (n_d - 1) * (apply(direct[2, 2], d3)
                                     - dd[0] * apply(exchange[2, 2, 2], d3)
                                     - dd[1] * apply(exchange[4, 2, 2], d3)))
            if n_s == 1:
                new[2] = new[2] - (sd - 0.1) * apply(exchange[2, 2, 0], s4)
        for l in exps:
            c = C[l][:, :len(occ[l])]
            level[l] = np.einsum("ia,ij,ja->a", c, new[l], c)
        if n_s == 1:
            open_s = closed[0] - apply(closed_map[0, 0], s4)
            if n_d:
                open_s = open_s - n_d * (sd - 0.1) * apply(exchange[2, 0, 2], d3)
            A = C[0].T @ closed[0] @ C[0]
            B = C[0].T @ open_s @ C[0]
            R = A.copy()
            R[3, :] = B[3, :]
            R[3, :3] = 2 * A[3, :3] - B[3, :3]
            R[:, 3] = R[3, :]
            SC = overlap[0] @ C[0]
            new[0] = SC @ R @ SC.T
            level[0][3] = B[3, 3]
        flat = np.concatenate([level[l] for l in exps])
        if old is not None and np.max(np.abs(flat - old)) < 1e-7:
            break
        old = flat
        fock = {l: 0.6 * fock[l] + 0.4 * new[l] for l in exps}
    else:
        raise AssertionError(f"no convergence: Z={Z}, d={n_d}, s={n_s}")
    energy = 0.5 * sum(np.sum(D[l] * h[l]) + occ[l] @ level[l] for l in exps)
    T = sum(np.sum(D[l] * kinetic[l]) for l in exps)
    return SimpleNamespace(E=energy, C=C, virial=(energy - T) / T,
                           eps_s=level[0][3] if n_s else None,
                           eps_d=level[2][0] if n_d else None)


def slater_integrals(atom):
    s = np.outer(atom.C[0][:, 3], atom.C[0][:, 3]).ravel()
    d = np.outer(atom.C[2][:, 0], atom.C[2][:, 0]).ravel()
    return SimpleNamespace(
        F0ss=s @ direct[0, 0] @ s, F0sd=s @ direct[0, 2] @ d,
        G2sd=s @ exchange[2, 0, 2] @ d, F0dd=d @ direct[2, 2] @ d,
        F2dd=d @ exchange[2, 2, 2] @ d, F4dd=d @ exchange[4, 2, 2] @ d)


def mean_radius(atom, l, index):
    u = atom.C[l][:, index] @ chi[l]
    return np.sum(weight * r * u ** 2)


CORE = [0, 1, 2] + list(range(4, 10))
S4, D3 = 3, list(range(10, 15))


class Determinants:
    """Energies of explicit determinants from three-dimensional integrals."""

    def __init__(self, symbol, atom, spin):
        basis = []
        for l, count in ((0, 4), (1, 2), (2, 1)):
            rows = [[float(a)] + [float(c) for c in atom.C[l][i, :count]]
                    for i, a in enumerate(exps[l])]
            basis.append([l] + rows)
        mol = gto.M(atom=f"{symbol} 0 0 0", basis={symbol: basis},
                    spin=spin, verbose=0, parse_arg=False)
        assert np.allclose(mol.intor("int1e_ovlp"), np.eye(15), atol=1e-6)
        self.h = np.diag(mol.intor("int1e_kin") + mol.intor("int1e_nuc"))
        eri = mol.intor("int2e").reshape(15, 15, 15, 15)
        self.J = np.einsum("iijj->ij", eri)
        self.K = np.einsum("ijji->ij", eri)

    def energy(self, up, down):
        every = up + down
        return (self.h[every].sum() + 0.5 * self.J[np.ix_(every, every)].sum()
                - 0.5 * self.K[np.ix_(up, up)].sum()
                - 0.5 * self.K[np.ix_(down, down)].sum())

    def average(self, n_d, n_s):
        d_spin = [(o, spin) for o in D3 for spin in (0, 1)]
        s_spin = [(S4, 0), (S4, 1)]
        values = []
        for ds in combinations(d_spin, n_d):
            for ss in combinations(s_spin, n_s):
                chosen = ds + ss
                values.append(self.energy(
                    CORE + [o for o, spin in chosen if spin == 0],
                    CORE + [o for o, spin in chosen if spin == 1]))
        return np.mean(values)


# Scandium: frozen-orbital balance
sc = scf(21, 1, 2)
I = slater_integrals(sc)
J_ss = I.F0ss
J_sd = I.F0sd - I.G2sd / 10
J_dd = I.F0dd - 2 / 63 * (I.F2dd + I.F4dd)
frozen = sc.eps_d - sc.eps_s + J_dd - J_sd
det = Determinants("Sc", sc, 1)
E0 = det.average(1, 2)
E_core = det.average(0, 0)
h_d = det.average(1, 0) - E_core
h_s = det.average(0, 1) - E_core
assert abs(E0 - sc.E) < 1e-4
assert abs(det.average(1, 1) - E0 + sc.eps_s) < 2e-5
assert abs(det.average(0, 2) - E0 + sc.eps_d) < 2e-5
explicit = det.average(2, 1) - E0
assert abs(explicit - frozen) < 2e-5
assert abs(explicit - (h_d - h_s + J_dd - J_ss)) < 2e-5
assert sc.eps_d < sc.eps_s and h_d < h_s
assert J_dd > J_sd > J_ss
assert frozen > 0

# Term coefficients against explicit determinants
quartet = det.energy(CORE + [S4, D3[2], D3[4]], CORE) - E0
pair_F = I.F0dd - 8 / 49 * I.F2dd - I.F4dd / 49
quartet_formula = h_d - h_s + pair_F - J_ss + 2 * (I.F0sd - I.G2sd / 5) - 2 * J_sd
assert abs(quartet - quartet_formula) < 2e-5
parallel = I.F0dd - (I.F2dd + I.F4dd) / 14
for count in (4, 5):
    for group in combinations(D3, count):
        pairs = [det.J[i, j] - det.K[i, j] for i, j in combinations(group, 2)]
        assert abs(np.mean(pairs) - parallel) < 2e-5

# Scandium: relaxed configurations and ions
sc_d2s = scf(21, 2, 1)
sc_4F = scf(21, 2, 1, dd=(8 / 49, 1 / 49), sd=0.2)
relaxed = sc_d2s.E - sc.E
relaxed_4F = sc_4F.E - sc.E
assert 0 < relaxed < frozen
assert 0 < relaxed_4F < min(relaxed, quartet)
assert sc_d2s.eps_d > sc.eps_d
for atom in (sc, sc_d2s, sc_4F):
    assert abs(atom.virial + 2) < 1e-3
ion_ds, ion_ss, ion_dd = scf(21, 1, 1), scf(21, 0, 2), scf(21, 2, 0)
ion2_d, ion2_s = scf(21, 1, 0), scf(21, 0, 1)
assert ion_ds.E < ion_ss.E and ion_ds.E < ion_dd.E
assert ion2_d.E < ion2_s.E

# Chromium: larger d-d repulsion alone does not secure 4s2
HIGH_SPIN = (1 / 14, 1 / 14)
cr_5D = scf(24, 4, 2, dd=HIGH_SPIN)
cr_7S = scf(24, 5, 1, dd=HIGH_SPIN, sd=0.2)
X = slater_integrals(cr_5D)
cr_dd = X.F0dd - (X.F2dd + X.F4dd) / 14
cr_det = Determinants("Cr", cr_5D, 4)
cr_frozen = (cr_det.energy(CORE + [S4] + D3, CORE)
             - cr_det.energy(CORE + [S4] + D3[:4], CORE + [S4]))
cr_formula = cr_5D.eps_d - cr_5D.eps_s + cr_dd - X.F0sd - 0.4 * X.G2sd
assert abs(cr_frozen - cr_formula) < 5e-5
assert cr_dd > X.F0ss and cr_7S.E < cr_5D.E

# Potassium, and the level order along the row
k_s, k_d = scf(19, 0, 1), scf(19, 1, 0)
assert k_s.E < k_d.E
row = [("Sc", 1, 2, sc)]
for Z, name, n_d, n_s in ((22, "Ti", 2, 2), (23, "V", 3, 2), (24, "Cr", 5, 1),
                          (25, "Mn", 5, 2), (26, "Fe", 6, 2), (27, "Co", 7, 2),
                          (28, "Ni", 8, 2), (29, "Cu", 10, 1), (30, "Zn", 10, 2)):
    row.append((name, n_d, n_s, cr_7S if name == "Cr" else scf(Z, n_d, n_s)))
for name, n_d, n_s, atom in row:
    assert atom.eps_d < atom.eps_s, name


def show(label, number, unit="hartree", digits=4):
    print(f"{label}: {number:.{digits}f} {unit}")


show("Sc 3d1 4s2 total energy", sc.E)
show("Sc same energy from explicit determinants", E0)
show("Sc virial ratio V/T", sc.virial, "(no unit)", 6)
show("Sc eps(3d)", sc.eps_d)
show("Sc eps(4s)", sc.eps_s)
show("Sc eps(3d) - eps(4s)", sc.eps_d - sc.eps_s)
show("Sc mean radius 3d", mean_radius(sc, 2, 0), "bohr", 3)
show("Sc mean radius 4s", mean_radius(sc, 0, 3), "bohr", 3)
for label, number in (("F0(4s,4s)", I.F0ss), ("F0(4s,3d)", I.F0sd),
                      ("G2(4s,3d)", I.G2sd), ("F0(3d,3d)", I.F0dd),
                      ("F2(3d,3d)", I.F2dd), ("F4(3d,3d)", I.F4dd),
                      ("J_ss", J_ss), ("J_sd", J_sd), ("J_dd", J_dd),
                      ("h_d", h_d), ("h_s", h_s), ("h_s - h_d", h_s - h_d),
                      ("J_dd - J_ss", J_dd - J_ss),
                      ("J_dd - J_sd", J_dd - J_sd)):
    show("Sc " + label, number)
show("Sc frozen transfer to 3d2 4s1 average, formula", frozen)
show("Sc frozen transfer, explicit determinants", explicit)
show("Sc frozen transfer", frozen * EV, "eV", 2)
show("Sc relaxed transfer, average", relaxed)
show("Sc relaxed transfer, average", relaxed * EV, "eV", 2)
show("Sc frozen transfer to 4F term", quartet)
show("Sc relaxed transfer to 4F term", relaxed_4F)
show("Sc relaxed transfer to 4F term", relaxed_4F * EV, "eV", 2)
show("Sc eps(3d) in relaxed 3d2 4s1 average", sc_d2s.eps_d)
show("Sc eps(4s) in relaxed 3d2 4s1 average", sc_d2s.eps_s)
show("Sc relaxed cost of removing 4s", ion_ds.E - sc.E)
show("Sc relaxed cost of removing 3d", ion_ss.E - sc.E)
show("Sc+ E(3d2) - E(3d4s), averages", ion_dd.E - ion_ds.E)
show("Sc+ E(4s2) - E(3d4s), averages", ion_ss.E - ion_ds.E)
show("Sc2+ E(4s) - E(3d)", ion2_s.E - ion2_d.E)
show("K E(3d1) - E(4s1)", k_d.E - k_s.E)
show("Cr 3d4 4s2 5D eps(3d)", cr_5D.eps_d)
show("Cr 3d4 4s2 5D eps(4s)", cr_5D.eps_s)
show("Cr 5D J_dd for parallel spins", cr_dd)
show("Cr 5D J_ss", X.F0ss)
show("Cr 5D F0(4s,3d)", X.F0sd)
show("Cr 5D G2(4s,3d)", X.G2sd)
show("Cr frozen transfer 5D to 7S", cr_frozen)
show("Cr relaxed E(7S) - E(5D)", cr_7S.E - cr_5D.E)
show("Cr relaxed E(7S) - E(5D)", (cr_7S.E - cr_5D.E) * EV, "eV", 2)
print("Row: eps(3d), eps(4s) in hartree (Cr: 7S term; others: averages)")
for start in (0, 2, 4, 6, 8):
    print("; ".join(f"{n} 3d{d} 4s{s}: {a.eps_d:.4f}, {a.eps_s:.4f}"
                    for n, d, s, a in row[start:start + 2]))
print("every check passed")
```

Output:

```
Sc 3d1 4s2 total energy: -759.7313 hartree
Sc same energy from explicit determinants: -759.7313 hartree
Sc virial ratio V/T: -2.000013 (no unit)
Sc eps(3d): -0.3438 hartree
Sc eps(4s): -0.2101 hartree
Sc eps(3d) - eps(4s): -0.1336 hartree
Sc mean radius 3d: 1.675 bohr
Sc mean radius 4s: 3.960 bohr
Sc F0(4s,4s): 0.2284 hartree
Sc F0(4s,3d): 0.2858 hartree
Sc G2(4s,3d): 0.0439 hartree
Sc F0(3d,3d): 0.5549 hartree
Sc F2(3d,3d): 0.2522 hartree
Sc F4(3d,3d): 0.1561 hartree
Sc J_ss: 0.2284 hartree
Sc J_sd: 0.2814 hartree
Sc J_dd: 0.5420 hartree
Sc h_d: -0.9065 hartree
Sc h_s: -0.7199 hartree
Sc h_s - h_d: 0.1866 hartree
Sc J_dd - J_ss: 0.3135 hartree
Sc J_dd - J_sd: 0.2606 hartree
Sc frozen transfer to 3d2 4s1 average, formula: 0.1269 hartree
Sc frozen transfer, explicit determinants: 0.1269 hartree
Sc frozen transfer: 3.45 eV
Sc relaxed transfer, average: 0.0724 hartree
Sc relaxed transfer, average: 1.97 eV
Sc frozen transfer to 4F term: 0.0867 hartree
Sc relaxed transfer to 4F term: 0.0369 hartree
Sc relaxed transfer to 4F term: 1.00 eV
Sc eps(3d) in relaxed 3d2 4s1 average: -0.1921 hartree
Sc eps(4s) in relaxed 3d2 4s1 average: -0.1859 hartree
Sc relaxed cost of removing 4s: 0.2017 hartree
Sc relaxed cost of removing 3d: 0.2737 hartree
Sc+ E(3d2) - E(3d4s), averages: 0.0514 hartree
Sc+ E(4s2) - E(3d4s), averages: 0.0719 hartree
Sc2+ E(4s) - E(3d): 0.1116 hartree
K E(3d1) - E(4s1): 0.0898 hartree
Cr 3d4 4s2 5D eps(3d): -0.5692 hartree
Cr 3d4 4s2 5D eps(4s): -0.2397 hartree
Cr 5D J_dd for parallel spins: 0.7203 hartree
Cr 5D J_ss: 0.2592 hartree
Cr 5D F0(4s,3d): 0.3320 hartree
Cr 5D G2(4s,3d): 0.0342 hartree
Cr frozen transfer 5D to 7S: 0.0451 hartree
Cr relaxed E(7S) - E(5D): -0.0466 hartree
Cr relaxed E(7S) - E(5D): -1.27 eV
Row: eps(3d), eps(4s) in hartree (Cr: 7S term; others: averages)
Sc 3d1 4s2: -0.3438, -0.2101; Ti 3d2 4s2: -0.4058, -0.2219
V 3d3 4s2: -0.4612, -0.2324; Cr 3d5 4s1: -0.3736, -0.2221
Mn 3d5 4s2: -0.5612, -0.2514; Fe 3d6 4s2: -0.6078, -0.2601
Co 3d7 4s2: -0.6530, -0.2686; Ni 3d8 4s2: -0.6970, -0.2768
Cu 3d10 4s1: -0.4912, -0.2385; Zn 3d10 4s2: -0.7824, -0.2925
every check passed
```
